\section*{Lowest Dirac Square-Well Level and the Zero-Momentum Transmission Resonance}

\section*{Question}

An electron of mass $m$ moves in one dimension in a prescribed potential, with
\[
H=c\,\sigma_x\hat p+\sigma_z mc^2+V(x),\qquad
V(x)=\begin{cases}-V_0,&|x|<a,\\ 0,&|x|>a,\end{cases}\qquad V_0>0 .
\]
Atomic units are used, so $\hbar=1$ and $\hat p=-i\,d/dx$. The electron has $m=1$, but $m$ is kept visible. Write $M=mc^2$ and $\varepsilon=E+V_0$. This is a one-particle problem in an external field: pair creation, screening and radiative effects are left out.

\section*{Part (a)}

\emph{Write the Dirac equation as two real equations and find the conditions for bound states. Show that they require $\varepsilon>M$.}

\subsection*{Answer}

Put $\psi=(f,\,ig)^T$. The upper row of $H\psi=E\psi$ is $c(-i)(ig')+(V+M)f=Ef$. The lower row is $-icf'+(V-M)ig=iEg$, which is divided by $i$. Hence
\begin{equation}
cf'=-(E-V+M)g,\qquad cg'=(E-V-M)f. \label{dirac}
\end{equation}
The derivatives stay finite at the edges, so $f$ and $g$ are continuous there.

A bound state must decay outside, which requires $|E|<M$. For $x>a$, $f\propto e^{-\kappa x}$ with $c\kappa=\sqrt{M^2-E^2}$, and the first equation gives
\begin{equation}
\frac gf=\frac{c\kappa}{E+M}=\sqrt{\frac{M-E}{M+E}}>0. \label{outside}
\end{equation}
There is one decaying solution on each side, so bound levels are non-degenerate. If $(f(x),g(x))$ solves (\ref{dirac}), so does $(f(-x),-g(-x))$. Each bound state therefore has $f$ even and $g$ odd, or the reverse.

For $\varepsilon>M$ define
\[
cp=\sqrt{\varepsilon^2-M^2},\qquad
\gamma=\frac{cp}{\varepsilon+M}=\sqrt{\frac{\varepsilon-M}{\varepsilon+M}} .
\]
The inside solutions are $(\cos px,\ \gamma\sin px)$ and $(\sin px,\ -\gamma\cos px)$. Matching $g/f$ at $x=a$ gives
\begin{align}
f\text{ even:}\quad &\gamma\tan pa=\sqrt{\frac{M-E}{M+E}}, \label{even}\\
f\text{ odd:}\quad &-\gamma\cot pa=\sqrt{\frac{M-E}{M+E}}. \label{odd}
\end{align}

Since $\varepsilon>E>-M$, the other possibility is $-M<\varepsilon\le M$. For $\varepsilon<M$ let $cq=\sqrt{M^2-\varepsilon^2}$. Then $f=\cosh qx$ or $\sinh qx$, and at $x=a$ the ratio $g/f$ is $-cq/(\varepsilon+M)$ times $\tanh qa$ or $\coth qa$. Both are negative, against (\ref{outside}). At $\varepsilon=M$, $g$ is constant: the even solution has $g/f=0$ and the odd one has $g/f=-c/(2Ma)$. These fail too, so $\varepsilon>M$.

\section*{Part (b)}

\emph{Find the depth $V_c$ at which the lowest bound level reaches $E=-M$, and prove that it does so.}

\subsection*{Answer}

Consider (\ref{even}) on the branch $0<pa<\pi/2$. The upper end, $p=\pi/2a$, is at $\varepsilon=W$, where
\[
W=\sqrt{M^2+\frac{\pi^2c^2}{4a^2}} .
\]
The allowed energies on this branch satisfy
\[
\max(-M,\,M-V_0)<E<\min(M,\,W-V_0).
\]
Because $W>M$, this interval is non-empty precisely when $W-V_0>-M$, that is, when $V_0<M+W$.

As $E$ rises, $p$, $\gamma$ and $\tan pa$ rise, while the right side of (\ref{even}) falls. At the lower end the right side is larger: either $p\to0$ makes the left side vanish, or $E\to-M$ makes the right side diverge. At the upper end the left side is larger: either the tangent diverges, or $E\to M$ makes the right side vanish. There is thus one root for each $0<V_0<M+W$, and none on this branch for larger $V_0$.

This root is the lowest level. Condition (\ref{odd}) needs $\tan pa<0$, hence $pa>\pi/2$, and the other even roots have $pa>\pi$. A larger $p$ means a larger $\varepsilon$ and, at the same $V_0$, a larger $E$.

Raising $V_0$ at fixed $E$ raises the left side of (\ref{even}), so the root moves down. It starts at $+M$, since $M-V_0<E<M$ for small $V_0$. With
\begin{equation}
V_c=M+W=mc^2+\sqrt{m^2c^4+\frac{\pi^2c^2}{4a^2}}, \label{vc}
\end{equation}
the bounds $-M<E<W-V_0$ become
\[
-M<E<-M+(V_c-V_0),
\]
and therefore $E\to-M$ as $V_0\to V_c$ from below. In units with $c=1$, (\ref{vc}) reads $V_c=m+\sqrt{m^2+\pi^2/4a^2}$.

For a wide well, $a\gg\pi/(2mc)$, expanding the root gives $V_c\simeq2mc^2+\pi^2/(8ma^2)$. This is the gap plus the non-relativistic ground energy of a box of width $2a$. For a narrow well, $V_c\simeq\pi c/2a$, so the product of depth and width tends to $\pi c$.

\section*{Part (c)}

\emph{Describe the solution at $V_0=V_c$, $E=-M$. How does the level approach it?}

\subsection*{Answer}

Outside the well, (\ref{dirac}) at $E=-M$ reads $cf'=0$ and $cg'=-2Mf$. A non-zero constant $f$ would make $g$ grow linearly, so a bounded solution has $f=0$ and constant $g$. Inside, eliminating $g$ gives $f''=-p^2f$ with $f(\pm a)=0$. The lowest solution has $p=\pi/2a$, in agreement with (\ref{vc}):
\[
f=\cos\frac{\pi x}{2a},\quad g=\gamma_c\sin\frac{\pi x}{2a}\quad(|x|<a),
\qquad g=\pm\gamma_c\quad(x\gtrless\pm a),
\]
where $\gamma_c=\sqrt{(W-M)/(W+M)}$. This state is bounded but not normalizable. It is half-bound, and ``reaches $-M$'' means the limit proved in part (b).

Let $\delta=V_c-V_0$ and $\eta=E+M$, both small and positive. Then $\varepsilon=W-(\delta-\eta)$. With $p_c=\pi/2a$ and $dp/d\varepsilon=\varepsilon/(c^2p)$,
\[
pa\simeq\frac\pi2-s,\qquad s=\frac{aW(\delta-\eta)}{c^2p_c} .
\]
Now $\tan pa\simeq1/s$, and (\ref{even}) becomes $\gamma_c/s\simeq\sqrt{2M/\eta}$. Using $cp_c\gamma_c=W-M$,
\begin{equation}
\delta-\eta\simeq\frac{c(W-M)}{aW}\sqrt{\frac{\eta}{2M}}=\sqrt{\frac{\eta}{G}},
\qquad G=\frac{2Ma^2W^2}{c^2(W-M)^2}. \label{approach}
\end{equation}
For $G\delta\ll1$ and $G\delta^2\ll M$ this gives $E+M\simeq G\delta^2$. The first condition lets $\eta$ be dropped beside $\delta$. The second keeps $\eta\ll M$, which (\ref{approach}) assumes. In a narrow well $G\simeq2Ma^2/c^2$ is so small that $G\delta\ll1$ holds at every depth below $V_c$, and the second condition is the one that limits $\delta$. The level meets the threshold with zero slope, and its decay length $1/\kappa\simeq c/\sqrt{2M\eta}$ grows as $1/\delta$.

\section*{Part (d)}

\emph{For $E<-M$ and $\varepsilon>M$, find the transmission probability $T$.}

\subsection*{Answer}

Outside, let $f=e^{iqx}$ with $|q|=k$ and $ck=\sqrt{E^2-M^2}$. Then (\ref{dirac}) gives $g=-icq\,f/(E+M)$, and the current is
\[
j=c\,\psi^\dagger\sigma_x\psi=2c\,\mathrm{Re}(if^*g)=\frac{2c^2q}{E+M}|f|^2 .
\]
Since $E+M<0$, a wave carrying current to the right has $q=-k$. Define
\[
\Gamma=\frac{cq}{E+M}=\frac{ck}{|E+M|}=\sqrt{\frac{|E|+M}{|E|-M}} .
\]
In terms of $(f,g)$, the wave on the right is $t\,e^{iqx}(1,-i\Gamma)$. On the left it is $e^{iqx}(1,-i\Gamma)+r\,e^{-iqx}(1,i\Gamma)$.

The inside solution with given values at $x=a$ is
\begin{align*}
f(x)&=f(a)\cos p(a-x)+\gamma^{-1}g(a)\sin p(a-x),\\
g(x)&=g(a)\cos p(a-x)-\gamma f(a)\sin p(a-x).
\end{align*}
With $C=\cos2pa$ and $S=\sin2pa$, this gives at the left edge
\[
f(-a)=te^{iqa}\Big(C-\frac{i\Gamma}{\gamma}S\Big),\qquad
g(-a)=te^{iqa}(-i\Gamma C-\gamma S).
\]
The combination $f+ig/\Gamma$ removes $r$ and equals $2e^{-iqa}$ at $x=-a$. With $R=\Gamma/\gamma$,
\begin{equation}
t=\frac{e^{-2iqa}}{C-\frac i2(R+R^{-1})S}. \label{t}
\end{equation}
The incident and transmitted waves have the same $\Gamma$, so $T=|t|^2$. Using $(R+R^{-1})^2=(R-R^{-1})^2+4$ and $C^2+S^2=1$,
\begin{equation}
T=\frac{1}{1+\frac14(R-R^{-1})^2\sin^2 2pa}. \label{T}
\end{equation}

\section*{Part (e)}

\emph{Show that a transmission resonance arrives at zero outside momentum at the depth found in part (b). What happens at other depths?}

\subsection*{Answer}

Here $\Gamma>1>\gamma$, so $R>1$, and $T=1$ requires $2pa=N\pi$ with $N\ge1$. For $N=1$, $\varepsilon=W$ and
\[
E_1=W-V_0=-M-(V_0-V_c).
\]
This lies below $-M$ only if $V_0>V_c$. As $V_0\to V_c$ from above, $E_1\to-M$ and $k\to0$. The resonance meets the threshold at the depth where the bound level reaches it from the other side.

It remains to take $k\to0$ at $V_0=V_c$. Set $E=-M-\eta$ with $\eta>0$, so that $\varepsilon=W-\eta$. As in part (c), $\sin2pa\simeq2aW\eta/(c^2p_c)$, while $R^2\simeq2M/(\eta\gamma_c^2)$. Hence
\begin{equation}
1-T\simeq\frac{R^2}{4}\sin^22pa\simeq\frac{2M}{\eta\gamma_c^2}\,\frac{a^2W^2\eta^2}{c^4p_c^2}=G\eta, \label{limit}
\end{equation}
with the same $G$ as in (\ref{approach}). Thus $T\to1$. In (\ref{t}), $C\to-1$ and $RS\to0$, so $t\to-1$. This is the sign change of $g$ across the half-bound state.

At another fixed depth $V_0>2M$ with $\sin2pa\ne0$ at threshold, $\Gamma\simeq2M/(ck)$ diverges and
\[
T\simeq\frac{4\gamma^2}{\Gamma^2\sin^22pa}\simeq\frac{\gamma^2c^2k^2}{M^2\sin^22pa}\to0 .
\]

The depths excluded here are $V_N=M+\sqrt{M^2+N^2\pi^2c^2/4a^2}$, with $V_1=V_c$. At each of them $2pa\to N\pi$ at threshold, so $C\to(-1)^N$ and $RS\to0$ in (\ref{t}). Then $t\to(-1)^N$ and $T\to1$ again.

These waves also describe positrons. The pair $(g^*,f^*)$ satisfies (\ref{dirac}) with $E\to-E$ and $V\to-V$: a positron of energy $|E|$ meets a barrier of height $V_0$. At $V_0=V_c$ the transmission tends to one as its kinetic energy tends to zero. This is Klein tunnelling, since inside the barrier the wave oscillates with real $p$.

\section*{Part (f)}

\emph{Evaluate the results for an electron and $a=0.005$ \AA.}

\subsection*{Answer}

With $\hbar$ restored, $c/a$ becomes $\hbar c/a$. Using $M=510\,999$ eV and $\hbar c=1973.27$ eV\,\AA,
\begin{align*}
\frac{\pi\hbar c}{2a}&=\frac{\pi(1973.27)}{0.010}\ \text{eV}=619\,921\ \text{eV},\\
W&=\sqrt{510\,999^2+619\,921^2}\ \text{eV}=803\,382\ \text{eV},\\
V_c&=510\,999\ \text{eV}+803\,382\ \text{eV}\simeq1.31438\times10^6\ \text{eV},
\end{align*}
or about $48\,303$ hartree. Numerical root finding in (\ref{even}) gives $E=257\,608$, $-80\,876$, $-309\,967$ and $-420\,645$ eV at $V_0/V_c=0.3$, $0.6$, $0.8$ and $0.9$.

Here $G=4.954\times10^{-5}$ eV$^{-1}$. At $\delta=100$ eV the root has $E+M=0.491$ eV, against $G\delta^2=0.495$ eV. At $\delta=1000$ eV the values are $45.3$ and $49.5$ eV. Keeping $\eta$ on the left of (\ref{approach}) gives $45.2$ eV, so that term accounts for most of the difference. At $\delta=10$ eV the decay length is $27.7$ \AA, more than five thousand times $a$.

Numerical integration of (\ref{dirac}) across the well gives the following transmission probabilities, with $\eta=-M-E$:
\begin{center}
\begin{tabular}{cccc}
$\eta$ (eV) & $0.98\,V_c$ & $V_c$ & $1.02\,V_c$\\
1000 & $0.0242$ & $0.9526$ & $0.0335$\\
10 & $2.67\times10^{-4}$ & $0.999505$ & $3.22\times10^{-4}$\\
0.1 & $2.68\times10^{-6}$ & $0.999995$ & $3.22\times10^{-6}$
\end{tabular}
\end{center}
At $V_c$ and $\eta=10$ eV, $1-T=4.95\times10^{-4}$, which agrees with $G\eta$. A change of depth by two per cent closes the threshold: between the last two rows $k$ falls by ten and $T$ by a hundred. At $1.02\,V_c$ the resonance has moved to $E_1=-M-0.02\,V_c=-537\,287$ eV, which is $26\,288$ eV below threshold.

All numerical values are calculated from the stated model.
